# Hafnium to zirconium: reduced mass of the fluorite infrared mode

**Question**

I am working on lattice vibrations in hafnia, the oxide used in ferroelectric memory capacitors, and I am stuck on an exercise. It says: "Using the reduced mass of the infrared mode of cubic fluorite, show that replacing hafnium by zirconium at fixed force constants raises its transverse frequency by about 7 percent."

My first attempt was $\omega=\sqrt{K/M}$ with the metal mass $M$. Since Hf has 178.49 u and Zr has 91.224 u, this gives a rise of 39.9 percent. Then I used the reduced mass of a metal atom and an oxygen atom, as for a diatomic molecule, and got 3.9 percent. Neither is 7.

Which mass belongs in the formula, and why? And does the result mean that real cubic zirconia vibrates faster than hafnia, or that a capacitor's permittivity changes with the metal mass?

**Answer**

The metal moves against *two* oxygens that travel together, so its partner in the reduced mass is $2m$, where $m$ is the mass of one oxygen. That has to be shown from the crystal, because a cell with three atoms has other ways to vibrate.

**The modes of the cell**

The primitive cell of fluorite MO$_2$ holds one metal at the origin and two oxygens at $\pm(\tfrac14,\tfrac14,\tfrac14)a$, where $a$ is the lattice constant. Infrared light has a wavelength far longer than the cell, so neighbouring cells move alike. Three sublattices then move rigidly, with displacements $u$ (metal), $v_1$ and $v_2$ (oxygens).

The directions $x,y,z$ can be treated separately. A half turn about a cubic axis through a metal maps each sublattice onto itself but reverses two of the three coordinates, so the energy cannot contain products such as $u_xv_{1y}$. A third of a turn about the body diagonal permutes $x,y,z$, so all three directions have the same force constants. I therefore follow one direction.

In the harmonic approximation the energy per cell is quadratic. It cannot change when the whole crystal is shifted, so it depends on differences of displacements. Inversion through a metal exchanges the two oxygens, so they must enter symmetrically. The most general form left is

$$W=\tfrac12A\left[(u-v_1)^2+(u-v_2)^2\right]+\tfrac12B(v_1-v_2)^2 .$$

The force on each sublattice is minus the derivative of $W$:

$$M\ddot u=-A(2u-v_1-v_2),$$
$$m\ddot v_1=A(u-v_1)-B(v_1-v_2),$$
$$m\ddot v_2=A(u-v_2)+B(v_1-v_2).$$

Subtract the third equation from the second. With $s=v_1-v_2$,

$$m\ddot s=-(A+2B)s .$$

In this mode the oxygens move oppositely and the metal rests. The two oxygen charges are equal, so no dipole appears. This is the Raman mode, and its frequency does not contain $M$.

Now add the second and third equations and write $v=(v_1+v_2)/2$. The $B$ terms cancel. With $K=2A$,

$$2m\ddot v=K(u-v),\qquad M\ddot u=-K(u-v).$$

This is a two-body problem: a mass $M$ and a mass $2m$ joined by a spring $K$. The constant $K$ has a direct meaning. If the oxygens are held and every metal is moved by $u$, the energy per cell is $Au^2=\tfrac12Ku^2$.

**The reduced mass**

Divide each equation by its mass and subtract, using the relative displacement $w=u-v$:

$$\ddot w=-\frac{K}{M}w-\frac{K}{2m}w=-K\left(\frac1M+\frac1{2m}\right)w .$$

Hence

$$\omega^2=\frac K\mu,\qquad \frac1\mu=\frac1M+\frac1{2m},\qquad \mu=\frac{2mM}{M+2m}.$$

The remaining solution, $w=0$, is a uniform translation without a restoring force.

For the transverse mode, $K$ is taken at zero macroscopic electric field. The wave is long compared with the cell but short compared with light of the same frequency, and such a transverse wave of polarization builds up no appreciable macroscopic field. "Fixed force constants" means that this whole $K$ stays the same when the metal is exchanged.

**The ratio**

With $K$ fixed it cancels:

$$\frac{\omega_{\rm Zr}}{\omega_{\rm Hf}}=\sqrt{\frac{\mu_{\rm Hf}}{\mu_{\rm Zr}}}
=\sqrt{\frac{M_{\rm Hf}\,(M_{\rm Zr}+2m)}{M_{\rm Zr}\,(M_{\rm Hf}+2m)}} .$$

An oxygen has 15.999 u, so $2m=31.998$ u, and

$$\mu_{\rm Hf}=\frac{31.998\times178.49}{210.488}=27.134\ \text{u},$$
$$\mu_{\rm Zr}=\frac{31.998\times91.224}{123.222}=23.689\ \text{u}.$$

The frequency ratio is $\sqrt{27.134/23.689}=\sqrt{1.1454}=1.0702$. The transverse frequency rises by 7.0 percent, as was to be shown.

**Why halving the metal mass does so little**

Adding the two equations of motion gives $M\ddot u+2m\ddot v=0$. In the vibration the centre of mass rests, so $v=-Mu/(2m)$: the light oxygens make the larger excursion. The metal's share of the kinetic energy is

$$f=\frac{M\dot u^2}{M\dot u^2+2m\dot v^2}
=\frac{M}{M+M^2/(2m)}=\frac{2m}{M+2m}.$$

This is 15.2 percent for Hf and 26.0 percent for Zr. The share also sets the sensitivity to the metal mass. From $\ln\omega=\tfrac12\ln K+\tfrac12\ln(1/M+1/2m)$,

$$\frac{d\ln\omega}{d\ln M}=-\frac12\,\frac{1/M}{1/M+1/(2m)}=-\frac f2 .$$

With a mean share near 0.21 and $\ln(178.49/91.224)=0.67$, the rise in $\ln\omega$ is about $0.10\times0.67=0.07$, in agreement with the full formula.

Two limits explain your attempts. If $M\ll2m$, then $\mu\to M$ and the frequency follows $1/\sqrt M$. That is your 39.9 percent, but here the metal is the heavy partner. If $M\gg2m$, then $\mu\to2m$ and the metal mass drops out. Using one oxygen instead of two makes the partner too light and pushes the result towards this second limit, which is why you found 3.9 percent.

**Numbers for a hafnia-like crystal**

Take a transverse wavenumber of 280 cm$^{-1}$ for the hafnium crystal, a rough value for cubic hafnia. This is 8.39 THz, or $\omega=2\pi\times8.39\times10^{12}=5.27\times10^{13}$ s$^{-1}$. With $\mu_{\rm Hf}=4.506\times10^{-26}$ kg,

$$K=\mu_{\rm Hf}\,\omega^2\approx125\ \text{N/m}.$$

At the same $K$, the zirconium crystal has $280\times1.0702\approx300$ cm$^{-1}$, or 8.98 THz.

The reduction to two bodies can be tested on a three-dimensional crystal. I used metal–oxygen springs of stretching constant $k$, with a transverse constant $0.05k$, and oxygen–oxygen springs of 15 N/m. The local electric forces derived below were included, and $k\approx178$ N/m was chosen so that the total $K$ is the one above. Diagonalizing the full $9\times9$ dynamical matrix for both metals gave the infrared ratio 1.0702. The Raman mode stayed at 584 cm$^{-1}$ for both, as the equation for $s$ requires. This test concerns only rigid motions of the three sublattices. The spring model is not a model of the whole phonon spectrum: with point polarizable ions it has unstable modes at shorter wavelengths.

**The longitudinal mode and the permittivity**

Let the metal carry the effective charge $Ze$ and each oxygen $-Ze/2$. Here $Ze$ is defined by the polarization $Zew/V$ at zero macroscopic field, with $V=a^3/4$ the cell volume. The coupling to a macroscopic field $E$ is then the energy $-ZeEw$ per cell: minus its derivative with respect to $E$, divided by $V$, is this polarization. Minus its derivatives with respect to $u$ and $v$ are the forces, so the same charge appears: the field adds $ZeE$ on the metal and $-ZeE$ on the oxygen pair. Repeating the division and subtraction gives

$$\mu\ddot w=-Kw+ZeE,\qquad P=\frac{Ze}{V}w+\varepsilon_0(\varepsilon_\infty-1)E,$$

where $\varepsilon_\infty$ is the electronic permittivity.

In a longitudinal wave without free charge, $\varepsilon_0E+P=0$. Therefore $E=-Zew/(\varepsilon_0\varepsilon_\infty V)$: the field opposes the displacement and stiffens the mode,

$$K_{\rm LO}=K+\frac{Z^2e^2}{\varepsilon_0\varepsilon_\infty V}.$$

The mass is still $\mu$. If $Z$, $\varepsilon_\infty$ and $V$ are held fixed as well, the longitudinal frequency also rises by 7.0 percent. With the rough values $Z=5.8$, $\varepsilon_\infty=5.4$ and $a=0.51$ nm, it goes from 647 to 693 cm$^{-1}$.

For the capacitor, consider a static field. Then $\ddot w=0$ and $w=ZeE/K$. Inserting this in $\varepsilon_0E+P=\varepsilon_0\varepsilon_sE$ gives

$$\varepsilon_s=\varepsilon_\infty+\frac{Z^2e^2}{\varepsilon_0VK}\approx29 .$$

No mass occurs. In this harmonic model, exchanging the metal mass alone shifts the infrared lines but leaves the static permittivity unchanged. A change in $K$, $Z$, $V$ or $\varepsilon_\infty$ alone would alter it.

**Does real zirconia vibrate faster?**

The calculation does not say so. It isolates the effect of mass, while the real exchange also changes the bonds. To see how much this can matter, split $K$ into a short-range stiffness $K_s$ and an electric part.

Model the ions as point charges $\pm q$ (metal against oxygen pair) with electronic polarizabilities that sum to $\alpha$ per cell. At these cubic and tetrahedral sites, the dipoles inside a surrounding sphere give no net field. What remains is the Lorentz field, $E_{\rm loc}=E+P/(3\varepsilon_0)$.

First hold the ions still. Then $P=(\alpha/V)E_{\rm loc}$ and also $P=\varepsilon_0(\varepsilon_\infty-1)E$, so

$$\varepsilon_0(\varepsilon_\infty-1)=\frac{\alpha}{V}\,\frac{\varepsilon_\infty+2}{3}
\quad\Rightarrow\quad
\frac{\alpha}{3\varepsilon_0V}=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+2}.$$

Next displace the ions at $E=0$. Now $P=qw/V+\alpha P/(3\varepsilon_0V)$, so

$$P\left(1-\frac{\varepsilon_\infty-1}{\varepsilon_\infty+2}\right)=\frac{3P}{\varepsilon_\infty+2}=\frac{qw}{V}.$$

Since $P=Zew/V$ by definition, $q=3Ze/(\varepsilon_\infty+2)$. The local field pushes the metal further along its displacement with the force

$$qE_{\rm loc}=\frac{3Ze}{\varepsilon_\infty+2}\,\frac{Zew}{3\varepsilon_0V}=K_Cw,
\qquad K_C=\frac{Z^2e^2}{\varepsilon_0V(\varepsilon_\infty+2)} .$$

Hence $K=K_s-K_C$. For our numbers $K_C\approx397$ N/m, so $K_s\approx523$ N/m. The transverse stiffness of 125 N/m is what is left after a large cancellation.

The mass effect disappears if $K_{\rm Zr}/K_{\rm Hf}=\mu_{\rm Zr}/\mu_{\rm Hf}=1/1.1454$, a drop of 12.7 percent in $K$. With $K_C$ held fixed, the corresponding drop in $K_s$ is

$$12.7\ \text{percent}\times\frac{125.3}{522.8}\approx3.0\ \text{percent}.$$

A softening of the short-range forces by 3 percent is therefore enough to cancel the rise, and a larger one reverses it.

A slightly larger cell is one possible cause of softening. Write $\omega\propto V^{-\gamma}$ with a rough Grüneisen parameter $\gamma=3$, and suppose that the lattice constant of zirconia is larger by a rough 0.5 percent. Since $V\propto a^3$, the frequency changes by the factor $1.005^{-9}$, a fall of 4.4 percent. Together with the mass effect this leaves $1.0702\times0.956\approx1.02$. In this example a small rise survives, but at the same $\gamma$ a lattice constant larger by about 0.8 percent would cancel it. Even the sign of the real difference therefore cannot be settled by the masses alone.

**What changes in a real capacitor**

The input values above are rough ones for cubic hafnia, but pure bulk hafnia at ordinary pressure is cubic only at very high temperature, roughly 2900 K, and the ferroelectric phase in memory films is orthorhombic. The 7 percent was derived for the cubic cell and does not carry over directly. The orthorhombic crystal has more atoms per cell, and the metal's share of the motion differs from mode to mode. Many films also contain a mixture of Hf and Zr, so the comparison of two pure oxides is itself an idealization.

A bound survives the loss of cubic symmetry. For any stable harmonic crystal, the squared frequencies are the stationary values of

$$R=\frac{\sum_{ij}\Phi_{ij}x_ix_j}{\sum_i m_ix_i^2},$$

where $x_i$ are the displacement components, $m_i$ their masses and $\Phi_{ij}$ the force constants. Keep $\Phi_{ij}$ fixed and replace every Hf by Zr. For each pattern $x$ the numerator is unchanged and not negative. The denominator becomes smaller or stays the same, but never falls below $M_{\rm Zr}/M_{\rm Hf}$ times its old value. So $R$ is multiplied by a factor between 1 and $M_{\rm Hf}/M_{\rm Zr}$.

The $n$-th squared frequency, in ascending order, is the smallest value that the maximum of $R$ can take over an $n$-dimensional space of patterns. It therefore obeys the same bounds. Taking the square root, each ordered frequency rises by between 0 and 39.9 percent. Your first attempt is thus the upper bound. A mode in which the metals alone move rises by exactly this amount, although it may change its place in the ordering. Where a given mode of the orthorhombic phase lies in this range depends on its displacement pattern.

Within the cubic model, some effects of operating temperature and bias can be estimated roughly. Pure bulk hafnia is not cubic at operating temperatures, so these are model estimates only. At operating conditions the parts estimated here are small beside 7 percent:

- **Temperature.** With a rough linear expansion of $10^{-5}$ per kelvin and the same $\gamma$, the expansion on warming from 300 to 358 K lowers the frequency by about 0.5 percent. Anharmonic shifts at fixed volume are not included; they can be of similar size, so this is not the whole temperature shift. If both oxides expand alike and have the same $\gamma$, the expansion part cancels in the ratio. At 2900 K the same formula gives a fall of 21 percent. That is an extrapolation, but it warns against carrying a room-temperature $K$ unchanged to the temperature where the bulk cubic phase exists.
- **Bias.** A field of 2 MV/cm inside the oxide displaces the metal relative to the oxygens by $ZeE/K\approx0.0015$ nm, under 1 percent of the 0.221 nm bond. For a crude estimate of the anharmonic shift, let the short-range force come from two opposed exponential walls of decay length $\rho=0.03$ nm, a rough value. Their stiffness is $K_s\cosh(w/\rho)$, which raises the frequency by about 0.25 percent. This one-dimensional picture ignores the bond directions and the coupling to the Raman mode, so neither its size nor its sign can be trusted. With the same exponential repulsion placed along the eight metal–oxygen bonds of the fluorite cell, the field splits the three infrared modes and mostly lowers them, by up to about 1 percent depending on its direction. This estimate does not cover the ferroelectric phase, where such a field can reverse the polarization and move ions much further.

For your exercise, then, state the two conditions, cubic fluorite and unchanged $K$, and use $2m$ as the metal's partner. The numerical output below lists the values to more digits.

## Computed values

```
mass of O: 15.999 u
mass of Hf: 178.49 u
mass of Zr: 91.224 u
mass of two O: 31.998 u
reduced mass, Hf: 27.134 u
reduced mass, Zr: 23.689 u
reduced-mass ratio Hf/Zr: 1.1454
frequency ratio Zr/Hf, formula: 1.0702
frequency ratio Zr/Hf, 9x9 matrix: 1.0702
rise of transverse frequency: 7.02 percent
trap, metal mass alone: 39.9 percent
trap, one oxygen only: 3.9 percent
metal share of kinetic energy, Hf: 15.2 percent
metal share of kinetic energy, Zr: 26.0 percent
input lattice constant (rough): 0.51 nm
input metal effective charge (rough): 5.8 e
input electronic permittivity (rough): 5.4
input transverse wavenumber, Hf (rough): 280 cm^-1
primitive cell volume: 0.03316 nm^3
force constant K: 125.3 N/m
transverse wavenumber, Zr, same K: 299.7 cm^-1
transverse frequency, Hf: 8.39 THz
transverse frequency, Zr: 8.98 THz
longitudinal wavenumber, Hf: 647.4 cm^-1
longitudinal wavenumber, Zr: 692.8 cm^-1
input O-O spring of test crystal: 15.0 N/m
input transverse/stretch M-O spring: 0.05
Raman wavenumber of test crystal, Hf: 583.9 cm^-1
Raman wavenumber of test crystal, Zr: 583.9 cm^-1
static permittivity, both: 28.9
short-range part K_s: 522.8 N/m
local-field part K_C: 397.4 N/m
drop of K that cancels the rise: 12.7 percent
drop of K_s that cancels the rise: 3.0 percent
input Grueneisen parameter (rough): 3.0
input lattice excess of zirconia (rough): 0.5 percent
shift from larger cell: -4.4 percent
input linear expansion (rough): 1e-05 1/K
reference temperature: 300 K
expansion shift at 358 K: -0.5 percent
expansion shift at 2900 K: -21 percent
input bias field: 2.0 MV/cm
input repulsion decay length (rough): 0.03 nm
relative ionic displacement at bias: 0.00148 nm
metal-oxygen bond length: 0.221 nm
hardening at bias (rough estimate): 0.25 percent
upper bound of rise, any harmonic mode: 39.9 percent
```
